# The plane-wave cross section for 1s photoionisation far above threshold

A calculation of the absorption of 136 eV photons by ground-state hydrogen has to choose a wave function for the ejected electron. A plane wave gives the cross section in a few lines, while the Coulomb wave needs more work. The case for the plane wave runs as follows: the photon energy \(\omega\) is ten times the binding energy \(I\), the electron leaves with nine times the energy that bound it, so the potential is a small perturbation on the final state and the error should be of order \(I/\omega\), about a tenth. For hydrogen at \(\omega=10I\) the plane-wave cross section in the velocity form defined below is too large by a factor of two.

## Model and matrix elements

One electron moves in \(V=-Z/r\) around a point nucleus of infinite mass, without relativity, in the dipole approximation. Atomic units are used in the algebra, so \(c=1/\alpha\) and cross sections come in units of \(a_0^2\). The initial state is \(\psi_{1s}=Y_{00}\,u_{1s}/r\) with \(u_{1s}=2Z^{3/2}re^{-Zr}\) and binding energy \(I=Z^2/2\). The electron leaves with wave number \(k\), and energy conservation gives
\[
\omega=\frac{Z^2+k^2}{2},\qquad \eta\equiv\frac Zk,\qquad 1+\eta^2=\frac{2\omega}{k^2}=\frac{1}{1-I/\omega},\qquad \eta^2=\frac{I/\omega}{1-I/\omega}.
\]

A field \(E_0\cos\omega t\) along \(z\) adds \(zE_0\cos\omega t\) to \(H\). Its absorbing part has amplitude \(E_0/2\), so the golden rule gives the rate \(2\pi(E_0/2)^2|\langle f|z|i\rangle|^2\) into a final state normalised to \(\delta(E-E')\). The mean intensity is \(cE_0^2/8\pi\) and the photon flux \(cE_0^2/8\pi\omega\). Rate divided by flux is
\[
\sigma=4\pi^2\alpha\,\omega\,|\langle f|z|i\rangle|^2 .
\]
Since \(z\psi_{1s}\propto\cos\theta\), only the final state \(Y_{10}u_E/r\) contributes, with \(\int Y_{10}\cos\theta\,Y_{00}\,d\Omega=1/\sqrt3\). Write \(u_E=A\,F(\rho)\), \(\rho=kr\), with \(F\) oscillating with unit amplitude at large \(\rho\). The delta function in the norm comes from large \(r\), where \(\int_0^\infty\sin kr\sin k'r\,dr=(\pi/2)\delta(k-k')=(\pi k/2)\delta(E-E')\); a slowly varying phase does not alter this coefficient. Hence \(A=\sqrt{2/\pi k}\).

Two commutators give other forms. From the kinetic energy, \([H,z]=-\partial_z\); from the potential, \([H,\partial_z]=-(\partial_zV)=-Zz/r^3\). If both states are eigenstates of \(H\), then \(\langle f|[H,O]|i\rangle=\omega\langle f|O|i\rangle\), so \(\omega\langle z\rangle=-\langle\partial_z\rangle\) and \(\omega\langle\partial_z\rangle=-\langle Zz/r^3\rangle\). With \(\partial_z\psi_{1s}=-Z\cos\theta\,\psi_{1s}\), the length, velocity and acceleration forms are
\[
\sigma_{\rm len}=\frac{4\pi^2\alpha\omega}{3}\Big(\int u_E\,r\,u_{1s}\,dr\Big)^2,\qquad
\sigma_{\rm vel}=\frac{4\pi^2\alpha}{3\omega}\Big(Z\int u_E\,u_{1s}\,dr\Big)^2,
\]
\[
\sigma_{\rm acc}=\frac{4\pi^2\alpha}{3\omega^3}\Big(Z\int \frac{u_E\,u_{1s}}{r^2}\,dr\Big)^2 .
\]
They are equal for exact states. A plane wave is not an eigenstate of \(H\), so for it they differ, and "the Born cross section" needs a stated form. Here it means the velocity form, which is the coupling \(\mathbf A\cdot\mathbf p\).

The charge enters twice, and it is useful to label the two places. Let \(\lambda=Z/k\) be the decay constant of the bound state in the variable \(\rho\), and let \(\eta\) be the strength of the potential in the final-state equation,
\[
F''+\Big(1+\frac{2\eta}{\rho}-\frac{2}{\rho^2}\Big)F=0,\qquad
J(\lambda,\eta)=\int_0^\infty\rho\,e^{-\lambda\rho}F(\rho)\,d\rho .
\]
The atom has \(\lambda=\eta\), and the plane wave has \(\eta=0\) in this equation. Changing variable, \(\int u_Eu_{1s}\,dr=\sqrt{2/\pi k}\;2Z^{3/2}k^{-2}J\), so
\[
\sigma_{\rm vel}=\frac{4\pi^2\alpha}{3\omega}\,Z^2\,\frac{2}{\pi k}\,\frac{4Z^3}{k^4}\,J^2=\frac{32\pi\alpha Z^5}{3\omega k^5}J^2=\frac{64\pi\alpha}{3Z^2}\,\frac I\omega\,\lambda^5J^2,
\]
where the last step uses \(1/\omega=(2/Z^2)(I/\omega)\).

## The counter-example: hydrogen at ten times threshold

For \(Z=1\), \(I=13.6057\) eV and \(\omega=10I=136.057\) eV. The electron carries \(122.451\) eV, \(k=5.6692\) Å\(^{-1}\), and \(\eta^2=0.1/0.9\), so \(\lambda=\eta=1/3\).

The p-wave part of a plane wave is the regular solution at \(\eta=0\), \(\hat j=\sin\rho/\rho-\cos\rho\), which has unit amplitude at large \(\rho\) and starts as \(\rho^2/3\). From \(\int_0^\infty e^{-(\lambda-i)\rho}d\rho=1/(\lambda-i)\) the sine term gives the imaginary part \(1/(1+\lambda^2)\). From \(\int_0^\infty\rho e^{-(\lambda-i)\rho}d\rho=(\lambda+i)^2/(1+\lambda^2)^2\) the cosine term gives the real part \((\lambda^2-1)/(1+\lambda^2)^2\). Their difference is
\[
J_0=\frac{(1+\lambda^2)-(\lambda^2-1)}{(1+\lambda^2)^2}=\frac{2}{(1+\lambda^2)^2},
\]
which is \(2(9/10)^2=1.62\). With \(\alpha=0.007297353\) and \(a_0=0.529177\) Å the plane-wave cross section is
\[
\sigma_V=\frac{64\pi\alpha}{3}\cdot\frac1{10}\cdot\frac1{3^5}\,(1.62)^2a_0^2=1.479\times10^{-4}\ \text{Å}^2=1.479\times10^{-2}\ \text{Mb}.
\]

The true final state follows from integrating the radial equation at \(\eta=1/3\). Inserting \(\rho^2(1+b_1\rho+b_2\rho^2)\) gives \(6b_1+2\eta-2b_1=0\) and \(12b_2+1+2\eta b_1-2b_2=0\), so \(b_1=-\eta/2\) and \(b_2=(\eta^2-1)/10\). These start an adaptive eighth-order Runge–Kutta integration, which accumulates \(J\) alongside \(F\). The amplitude is read off at \(\rho=200\) from the WKB form. With \(p^2=1+2\eta/\rho-2/\rho^2\) and \(\varphi'=p\), the function \(Bp^{-1/2}\sin\varphi\) obeys the radial equation with \(p^2\) replaced by \(p^2-p^{1/2}(p^{-1/2})''\), a change of order \(\eta/\rho^3\), negligible there. Differentiating, \(F'+p'F/2p=Bp^{1/2}\cos\varphi\), so \(B^2=pF^2+(F'+p'F/2p)^2/p\), and the solution is divided by \(B\). The result is \(J=1.14769\), and
\[
\sigma=\frac{64\pi\alpha}{3}\cdot\frac1{10}\cdot\frac1{3^5}\,(1.14769)^2a_0^2=7.424\times10^{-5}\ \text{Å}^2=7.424\times10^{-3}\ \text{Mb}.
\]
The ratio is \(R=\sigma/\sigma_V=(1.14769/1.62)^2=0.5019\). The plane wave overestimates the exact result by the factor \(1.992\), and the attractive potential has lowered the cross section. These digits are for infinite nuclear mass; with the proton mass the cross section at the same photon energy is \(7.419\times10^{-5}\) Å\(^2\).

The dipole approximation is not responsible. Keep \(e^{i\mathbf q\cdot\mathbf r}\), \(q=\alpha\omega\), in the plane-wave velocity element. The Fourier transform of \(e^{-Zr}\) is \(8\pi Z/(Z^2+P^2)^2\), taken at \(\mathbf P=\mathbf k-\mathbf q\), and the polarisation factor stays \(\boldsymbol\epsilon\cdot\mathbf k\) because \(\boldsymbol\epsilon\cdot\mathbf q=0\). With \(\mu\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\), the azimuthal average of \((\boldsymbol\epsilon\cdot\mathbf k)^2\) is proportional to \(1-\mu^2\), so \(\sigma_V\) is multiplied by
\[
\frac34\int_{-1}^1(1-\mu^2)(1+\delta)^{-4}d\mu,\qquad \delta=\frac{q^2-2kq\mu}{2\omega}.
\]
Here \((1+\delta)^{-4}=1-4\delta+10\delta^2-\dots\), and under this weight \(\langle\mu\rangle=0\), \(\langle\mu^2\rangle=\tfrac34(\tfrac23-\tfrac25)=\tfrac15\). To order \(q^2\) the relative change is \(-2q^2/\omega+2k^2q^2/\omega^2=2(\alpha k)^2-2\alpha^2\omega=(\alpha k)^2(1-\eta^2)\). With \(v/c=\alpha k=0.02189\) this is \((0.02189)^2(8/9)=4.26\times10^{-4}\). The estimate uses the plane-wave final state, and relativistic corrections, expected at the same order in \(v/c\), are not included, so this number fixes a scale only.

## The general statement

For the model above, at every \(\omega>I\):

1. The plane-wave velocity form is \(\sigma_V=\dfrac{8\pi\alpha Z^5k^3}{3\omega^5}=\sigma_\infty(1+\eta^2)^{-3/2}\), with \(\sigma_\infty=\dfrac{2^8\pi\alpha}{3Z^2}\Big(\dfrac I\omega\Big)^{7/2}\).
2. The exact cross section is \(\sigma=R\,\sigma_V\), with
\[
R(\eta)=(1+\eta^2)\,\frac{2\pi\eta}{1-e^{-2\pi\eta}}\;e^{-4\eta\,\mathrm{arccot}\,\eta}.
\]
3. For \(\eta<1\), that is \(\omega>2I\), the series \(\ln R=-\pi\eta+(5-\pi^2/6)\eta^2+O(\eta^4)\) converges, and \(R=1-\pi\eta+(5+\pi^2/3)\eta^2+O(\eta^3)\). The same leading term \(-\pi Z/k\) holds relative to \(\sigma_\infty\).
4. The plane-wave length form equals \(4\sigma_V\). The plane-wave acceleration form is \(\sigma_A=\sigma_V(1+\eta^2)^2(1-\eta\,\mathrm{arccot}\,\eta)^2\), and \(\sigma/\sigma_A=1+(1+\pi^2/12)\eta^2+O(\eta^3)\).

## Proof

**Plane wave.** Since \(1+\lambda^2=2\omega/k^2\), \(J_0^2=4k^8/(2\omega)^4=k^8/4\omega^4\), which turns \(32\pi\alpha Z^5J_0^2/3\omega k^5\) into \(8\pi\alpha Z^5k^3/3\omega^5\). Now \(\omega^{-5}=(32/Z^{10})(I/\omega)^5\) and \(k^3=Z^3(\omega/I-1)^{3/2}=Z^3(\omega/I)^{3/2}(1-I/\omega)^{3/2}\). The product is \(\sigma_\infty(1-I/\omega)^{3/2}\), which is statement 1.

**Coulomb wave.** Put \(F=C_1\rho^2e^{-i\rho}w\) with \(w(0)=1\). Then
\[
F''=C_1e^{-i\rho}\big[\rho^2w''+(4\rho-2i\rho^2)w'+(2-4i\rho-\rho^2)w\big].
\]
The rest of the radial equation adds \((\rho^2+2\eta\rho-2)w\) inside the bracket. Dividing the sum by \(\rho\) leaves \(\rho w''+(4-2i\rho)w'+(2\eta-4i)w=0\). With \(x=2i\rho\), and after division by \(2i\), this is Kummer's equation
\[
x\,w_{xx}+(4-x)\,w_x-a\,w=0,\qquad a=2+i\eta .
\]
Its solution regular at the origin is
\[
w=N\int_0^1e^{xt}\,g(t)\,dt,\qquad g=t^{a-1}(1-t)^{3-a}.
\]
To see this, apply the operator under the integral, which gives \(e^{xt}g\,[xt^2+(4-x)t-a]\). Direct differentiation gives
\[
\frac{d}{dt}\big[e^{xt}t^a(1-t)^{4-a}\big]=e^{xt}g\,\big[xt(1-t)+a(1-t)-(4-a)t\big]=-e^{xt}g\,\big[xt^2+(4-x)t-a\big].
\]
The integrand is a total derivative, and the boundary terms vanish because \(a\) and \(4-a=a^*\) have real part 2. The condition \(w(0)=1\) makes \(1/N\) the beta integral \(\Gamma(a)\Gamma(4-a)/\Gamma(4)=|\Gamma(a)|^2/6\). The substitution \(t\to1-t\) turns \(e^{i\rho(2t-1)}g(t)\) into its complex conjugate, so \(e^{-i\rho}w\) is real.

**Normalisation.** For \(\rho>0\) the factor \(e^{2i\rho t}\) decays in the upper half plane, where \(g\) is analytic. Replace the segment \([0,1]\) by a ray up from \(t=0\) and a ray down to \(t=1\). On the first, \(t=iy/2\rho\) and \((1-t)^{3-a}=1+O(1/\rho)\), so it contributes \(\Gamma(a)(i/2\rho)^a\). Since \(i^a=e^{i\pi(2+i\eta)/2}=-e^{-\pi\eta/2}\) and \(|(2\rho)^{-a}|=1/4\rho^2\), the modulus is \(|\Gamma(a)|e^{-\pi\eta/2}/4\rho^2\). After multiplication by \(e^{-i\rho}\) the second ray gives the complex conjugate, by the symmetry just noted. The sum oscillates with twice this modulus and with phase \(\rho+\eta\ln2\rho+\text{const}\), so the amplitude of \(F\) is
\[
C_1\,\frac{6}{|\Gamma(a)|^2}\,\frac{|\Gamma(a)|e^{-\pi\eta/2}}{2}=1\quad\Longrightarrow\quad 3C_1=e^{\pi\eta/2}|\Gamma(2+i\eta)|.
\]
The recursion gives \(|\Gamma(2+i\eta)|^2=(1+\eta^2)|\Gamma(1+i\eta)|^2\), and the reflection formula gives \(\Gamma(1+i\eta)\Gamma(1-i\eta)=i\eta\pi/\sin(i\pi\eta)=\pi\eta/\sinh\pi\eta\). With \(e^{\pi\eta}/\sinh\pi\eta=2/(1-e^{-2\pi\eta})\),
\[
9C_1^2=(1+\eta^2)\frac{2\pi\eta}{1-e^{-2\pi\eta}} .
\]
At \(\eta=0\), \(C_1=1/3\), as for \(\hat j\). So \(9C_1^2\) is the factor by which the potential raises the p-wave density near the nucleus.

**The integral.** Let \(s=\lambda+i=|s|e^{i\theta}\), \(\theta=\mathrm{arccot}\,\lambda\in(0,\pi/2)\). For \(\lambda>0\) the double integral converges absolutely, so the \(\rho\) integral can be done first:
\[
J=C_1N\int_0^1dt\,g(t)\int_0^\infty\rho^3e^{-(s-2it)\rho}d\rho=6C_1N\int_0^1\frac{g(t)\,dt}{(s-2it)^4}.
\]
Set \(t=\xi/(1+\xi)\). Then \(dt=d\xi/(1+\xi)^2\), \(g=\xi^{a-1}(1+\xi)^{-2}\), and \(s-2it=(s+s^*\xi)/(1+\xi)\) because \(s-2i=s^*\). The powers of \(1+\xi\) cancel, \(-2-2+4=0\), leaving \(\int_0^\infty \xi^{a-1}(s+s^*\xi)^{-4}d\xi\). The exponent 4 from the radial integral matches the 4 in Kummer's equation, and this is what makes the result elementary. Put \(\xi=e^{2i\theta}y\), so that \(s+s^*\xi=s(1+y)\) with \(y\) on the ray of argument \(-2\theta\). That ray can be turned to the positive real axis: the pole at \(y=-1\) is not crossed since \(2\theta<\pi\), and the large arc contributes \(O(|y|^{-2})\). The remaining integral \(\int_0^\infty y^{a-1}(1+y)^{-4}dy\) is again the beta integral \(1/N\). The prefactor is
\[
s^{-4}e^{2i\theta a}=|s|^{-4}e^{-4i\theta}e^{4i\theta}e^{-2\eta\theta},
\]
and \(|s|^2=1+\lambda^2\), so
\[
J(\lambda,\eta)=\frac{6C_1}{(1+\lambda^2)^2}\,e^{-2\eta\,\mathrm{arccot}\,\lambda}=3C_1(\eta)\,J_0(\lambda)\,e^{-2\eta\,\mathrm{arccot}\,\lambda}.
\]
Setting \(\lambda=\eta\) in \(R=(J/J_0)^2\) gives statement 2. Since \((1-I/\omega)^{3/2}(1+\eta^2)\eta=(1-I/\omega)^{1/2}\eta=(I/\omega)^{1/2}\), the cross section itself is the Stobbe formula
\[
\sigma=\frac{2^9\pi^2\alpha}{3Z^2}\Big(\frac I\omega\Big)^4\frac{e^{-4\eta\,\mathrm{arccot}\,\eta}}{1-e^{-2\pi\eta}} .
\]

**Expansion.** For \(X=2\pi\eta\), \(X/(1-e^{-X})=e^{X/2}(X/2)/\sinh(X/2)\), whose logarithm is \(X/2-X^2/24+O(X^4)\). With \(\ln(1+\eta^2)=\eta^2+O(\eta^4)\) and \(\mathrm{arccot}\,\eta=\pi/2-\arctan\eta=\pi/2-\eta+O(\eta^3)\),
\[
\ln 9C_1^2=+\pi\eta+\Big(1-\frac{\pi^2}{6}\Big)\eta^2+O(\eta^4),\qquad
-4\eta\,\mathrm{arccot}\,\eta=-2\pi\eta+4\eta^2+O(\eta^4).
\]
The sum is the series for \(\ln R\). Exponentiating adds \((\pi\eta)^2/2\) to the quadratic term, and \(5-\pi^2/6+\pi^2/2=5+\pi^2/3\). The nearest singularities are the branch points of \(\arctan\eta\) at \(\eta=\pm i\), so the radius of convergence is one. Finally \(\sigma/\sigma_\infty=R(1+\eta^2)^{-3/2}\) differs from \(R\) only at order \(\eta^2\). This proves statement 3.

**Other forms.** A plane-wave state \(f_0\) obeys \((H+Z/r)f_0=(k^2/2)f_0\), so \(\langle f_0|[H,z]|i\rangle=\omega\langle z\rangle-\langle Zz/r\rangle\). The left side is \(-\langle\partial_z\rangle=\langle Zz/r\rangle\), by \(\partial_z\psi_{1s}=-(Zz/r)\psi_{1s}\). Hence \(\omega\langle z\rangle=-2\langle\partial_z\rangle\): the length amplitude is twice the velocity amplitude at every energy, and \(\sigma_L=4\sigma_V\). As \(R\to1\), \(\sigma/\sigma_L\to1/4\), so this form never becomes correct at high energy.

The acceleration form needs \(K_0=\int_0^\infty e^{-\lambda\rho}\hat j\,d\rho/\rho\). Since \(\hat j/\rho=-(\sin\rho/\rho)'\), integration by parts gives \(K_0=1-\lambda S\) with \(S=\int_0^\infty e^{-\lambda\rho}\sin\rho\,d\rho/\rho\). As \(dS/d\lambda=-1/(1+\lambda^2)\) and \(S\to0\) for \(\lambda\to\infty\), \(S=\mathrm{arccot}\,\lambda\). The acceleration and velocity amplitudes stand in the ratio \((K_0/\omega):(J_0/k^2)\), which is \([2/(1+\lambda^2)]\,K_0\,(1+\lambda^2)^2/2=(1+\lambda^2)K_0\). Its square at \(\lambda=\eta\) is \(\sigma_A/\sigma_V\). From \(K_0=1-\pi\eta/2+\eta^2+\dots\), \(\ln K_0=-\pi\eta/2+\eta^2-\pi^2\eta^2/8\), so \(\ln(\sigma_A/\sigma_V)=-\pi\eta+(4-\pi^2/4)\eta^2+\dots\). Subtracting this from \(\ln R\) cancels the linear term and leaves \((1-\pi^2/6+\pi^2/4)\eta^2=(1+\pi^2/12)\eta^2\), which completes statement 4.

## Where the linear term comes from

The estimate \(I/\omega\) compares the potential at the Bohr radius, \(Z/r=Z^2\), with \(k^2/2\), a ratio \(2\eta^2\). The radial equation carries the potential as \(2\eta/\rho\), which is the same ratio taken at \(r=\rho/k\). Within the first wavelength it is of order \(\eta\), and the wave is distorted at that order.

First-order perturbation theory shows this explicitly. The correction obeys \(\delta F''+(1-2/\rho^2)\delta F=-2\eta\hat j/\rho\). The irregular solution \(\hat n=\cos\rho/\rho+\sin\rho\) has \(\hat j'\hat n-\hat j\hat n'=1\) (constant, and evident at large \(\rho\), where \(\hat j\to-\cos\rho\), \(\hat n\to\sin\rho\)), so \(-\hat j(\rho_<)\hat n(\rho_>)\) has unit jump in slope and is the Green function:
\[
\delta F=2\eta\Big[\hat n(\rho)\int_0^\rho\frac{\hat j^2}{\rho'}d\rho'+\hat j(\rho)\int_\rho^\infty\frac{\hat j\hat n}{\rho'}d\rho'\Big].
\]
At large \(\rho\) the second term vanishes and the first grows as \(\eta\ln\rho\,\hat n\), the logarithmic phase, which leaves the amplitude unchanged at this order. At small \(\rho\) the second term dominates. Multiplying out, \(\hat j\hat n/\rho=\sin2\rho/2\rho^3-\cos2\rho/\rho^2-\sin2\rho/2\rho\). Integrating the first term by parts gives \(-\sin2\rho/4\rho^2+\int\cos2\rho/2\rho^2\). The net cosine term \(-\int\cos2\rho/2\rho^2\) gives \(\cos2\rho/2\rho+\int\sin2\rho/\rho\). The boundary terms \(\cos2\rho/2\rho-\sin2\rho/4\rho^2\) vanish at both ends, and \(\int_0^\infty\sin2\rho\,d\rho/2\rho=\pi/4\) remains. Thus \(\delta F/\hat j\to\pi\eta/2\) at the nucleus, the linear term of \(3C_1\).

For \(\lambda<1\) the matrix element moves the other way. Expanding \(J(\lambda,\eta)\) to first order in \(\eta\) at fixed \(\lambda\),
\[
\frac{\delta J}{J_0}=\eta\Big(\frac\pi2-2\,\mathrm{arccot}\,\lambda\Big).
\]
The bracket is \(\pi/2-2(1.249046)=-0.9273\) at \(\lambda=1/3\), \(-1.3715\) at \(\lambda=0.1\), and tends to \(-\pi/2\) as \(\lambda\to0\). The value of \(F\) at the nucleus does not fix \(J\): the closed form of \(J\) carries the further factor \(e^{-2\eta\,\mathrm{arccot}\,\lambda}\), whose linear term outweighs \(\pi\eta/2\) when \(\lambda<1\). For \(\lambda\ll1\) the integrand oscillates under the envelope \(\rho e^{-\lambda\rho}\), which reaches the height \(1/e\lambda\) at \(\rho=1/\lambda\), while \(J_0\) stays below 2, so in that limit \(J\) is what is left after cancellation over many wavelengths. At \(\lambda=1/3\) the decay length is 3, shorter than the wavelength \(2\pi\), and the cancellation is only partial: for the plane wave the positive parts of the integrand add up to 3.77 and the negative parts to \(-2.15\), which leaves \(J_0=1.62\). In the velocity form \(J/J_0=1\) at \(\eta=0\) for any \(\lambda\), so the whole correction belongs to the final-state potential.

That attribution depends on the form. In the acceleration form the final state is still a plane wave, and the term \(-\pi\lambda/2\) in \(K_0\) comes from the decay \(e^{-\lambda\rho}\) of the bound state. By statement 4 the final-state potential then adds nothing at first order in \(Z/k\) when \(\lambda=\eta\). At fixed small \(\lambda\) its relative first-order effect on the acceleration integral is close to \(\eta\lambda\), which is of second order for the atom.

## The numbers and the range of use

At \(\eta=1/3\) the two factors are \(9C_1^2=2.65392\) and \(e^{-(4/3)(1.249046)}=0.18912\), with product \(0.5019\), the ratio of the counter-example. The asymptote is \(\sigma_\infty=1.732\times10^{-4}\) Å\(^2\), with \(\sigma/\sigma_\infty=0.4285\). The length form gives \(\sigma_L=5.916\times10^{-4}\) Å\(^2\) and \(\sigma/\sigma_L=0.1255\). The acceleration form gives \(\sigma_A=6.220\times10^{-5}\) Å\(^2\) and \(\sigma/\sigma_A=1.193\), near the series value \(1+1.82247/9=1.2025\). Because \(R\) depends on \(\omega/I\) alone and \(\sigma\propto Z^{-2}\) at fixed \(\omega/I\), He\(^+\) at \(544.23\) eV has the same \(R\) and a quarter of the cross section, \(1.856\times10^{-5}\) Å\(^2\).

The leading term is a rate of approach, not an estimate at this energy. There \(\pi\eta=1.0472\) and \(1-\pi\eta=-0.047\), a negative cross section; adding \(8.28987/9\) overshoots to \(0.874\). The series for \(\ln R\) has no cubic term and serves better: \(e^{-\pi\eta}=0.351\), and \(e^{-\pi\eta+c_2\eta^2}=0.509\) with \(c_2=5-\pi^2/6=3.35507\).

| \(\omega/I\) | \(\eta\) | \(R\) | \(1-\pi\eta\) | \(e^{-\pi\eta+c_2\eta^2}\) |
|---|---|---|---|---|
| 2 | 1.0000 | 0.5441 | −2.1416 | 1.2380 |
| 10 | 0.3333 | 0.5019 | −0.0472 | 0.5095 |
| 100 | 0.1005 | 0.7543 | 0.6843 | 0.7544 |
| 1000 | 0.0316 | 0.9084 | 0.9006 | 0.9084 |
| 10000 | 0.0100 | 0.9694 | 0.9686 | 0.9694 |

The first row lies on the circle of convergence. The series for \(\ln R\) still converges there, but slowly: at \(\eta=1\) the alternating terms \(4(-1)^n\eta^{2n+2}/(2n+1)\) of \(4\eta\arctan\eta\) fall off only as \(1/n\), and the truncation after \(\eta^2\) in the last column fails. At high energy \(1-R\approx\pi\sqrt{I/\omega}\), so a hundredfold rise in energy buys one digit. Between \(10^4I\) and \(10^6I\) the formula gives a fall of \(1-R\) by \(9.77\), short of ten because of the factor \(1-8.29\eta/\pi\) in \(1-R=\pi\eta(1-8.29\eta/\pi+\dots)\).

On the high-energy side, where \(R\) rises towards one with increasing \(\omega\), solving \(R(\eta)=0.9\) by a bracketing root search gives \(\eta=0.0348\), \(\omega=825I\), which for hydrogen is \(1.12\times10^4\) eV. There \(\alpha k=0.209\). Retardation alone, of order \((\alpha k)^2\), raises the plane-wave cross section by 4.5 per cent, but relativistic terms of the same order cancel most of it: to lowest order in \(\alpha Z\) the Dirac (Sauter) result exceeds the nonrelativistic dipole one by about \((\alpha k)^2/8\), here 0.6 per cent. For \(R=0.99\) the root on the same side is \(\eta=0.0032\), \(\omega=9.7\times10^4I\), formally \(1.3\times10^6\) eV with \(\alpha k=2.3\), outside the nonrelativistic dipole theory. Since \(\alpha k=\alpha Z/\eta\), heavier ions leave that theory sooner. Within the domain of the nonrelativistic dipole theory, the velocity-form plane wave therefore has no range of energies in which it describes a hydrogenic 1s shell to one per cent and improves from there on.

The table also shows \(R\) closer to one at \(2I\) than at \(10I\). Towards threshold \(\eta\,\mathrm{arccot}\,\eta\to1\), so \(\sigma\to2^9\pi^2\alpha e^{-4}a_0^2/3Z^2\), which is \(6.304\times10^{-2}\) Å\(^2\) for \(Z=1\) and infinite nuclear mass (about 0.1 per cent more with the proton mass), while \(\sigma_V\propto k^3\to0\), and \(R\) grows as \(2\pi e^{-4}\eta^3\). Since \(R\) starts from one with slope \(-\pi\) and ends at infinity, it has a minimum and recrosses one. Numerical minimisation and root search place the minimum \(R=0.4425\) at \(\omega=3.91I\) and the crossing at \(\omega=1.39I\). Agreement at that single energy is a passage between overestimate and underestimate. For 136 eV photons on hydrogen the formula to use is the Stobbe formula, which costs one arctangent and two exponentials.
